# How much of silicon's Raman redshift comes from thermal expansion?

## Question

The Raman line of silicon moves to lower energy when the crystal is heated. The crystal also expands, and expansion softens the bonds. How much of the redshift per kelvin near room temperature does the change of volume explain, and how does that share scale with the material's parameters and with temperature?

## Answer

### Separating the two causes

The Raman line measures the energy $E$ of the optical phonon at the zone centre. The algebra uses atomic units, so $\hbar=1$ and a phonon's frequency equals its energy; Boltzmann's constant $k$ is kept because temperature is in kelvin. The crystal is weakly doped, free of stress and heated uniformly.

The phonon energy is a function of volume and temperature, $E(V,T)$. At constant pressure $V$ itself depends on $T$, so the chain rule gives

$$
\left(\frac{\partial E}{\partial T}\right)_P=\left(\frac{\partial E}{\partial T}\right)_V+\left(\frac{\partial E}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .
$$

The last term is the volume part. The first term on the right is the shift that would remain if the crystal were prevented from expanding.

Besides $E$ itself, two measurable quantities fix the volume part. The first is the linear expansion coefficient $\alpha=(1/a)(\partial a/\partial T)_P$, where $a$ is the edge of the cubic cell. A cubic crystal expands equally along its three axes, so $V\propto a^3$ and

$$
\frac{1}{V}\left(\frac{\partial V}{\partial T}\right)_P=\frac{3}{a}\left(\frac{\partial a}{\partial T}\right)_P=3\alpha .
$$

The second is the Gruneisen parameter of the optical mode,

$$
\gamma=-\left(\frac{\partial\ln E}{\partial\ln V}\right)_T=-\frac{V}{E}\left(\frac{\partial E}{\partial V}\right)_T .
$$

The minus sign makes $\gamma$ positive for a mode that softens on expansion. Solving for the derivative gives $(\partial E/\partial V)_T=-\gamma E/V$, and the volume part becomes

$$
s_{\rm vol}=-\frac{\gamma E}{V}\,(3\alpha V)=-3\alpha\gamma E .
$$

The parameter $\gamma$ can be measured without heating the crystal. With the isothermal bulk modulus $B=-V(\partial P/\partial V)_T$, a change of pressure at fixed temperature gives $d\ln V=-dP/B$, hence $\gamma=B(\partial\ln E/\partial P)_T$. This independence matters: a value of $\gamma$ extracted from the heating experiment itself would mix the two causes.

Write $s=(\partial E/\partial T)_P$ for the total slope, which is negative here. The share due to volume is

$$
f=\frac{s_{\rm vol}}{s}=\frac{3\alpha\gamma E}{|s|} .
$$

The total slope is an input. Expansion and $\gamma$ determine the numerator, but they cannot say how large the remainder is.

### The size in silicon

Rough typical values near 300 K are $E=0.064$ eV, $\alpha=2.6\times10^{-6}\ {\rm K^{-1}}$, $\gamma=1.0$ and $s=-2.7\times10^{-6}$ eV/K. The volume expansion coefficient is $3\alpha=7.8\times10^{-6}\ {\rm K^{-1}}$, so

$$
s_{\rm vol}=-(7.8\times10^{-6})(1.0)(0.064)=-5.0\times10^{-7}\ {\rm eV/K}.
$$

In the wavenumbers used by Raman spectrometers this is $-0.0040\ {\rm cm^{-1}/K}$, against a total of $-0.022\ {\rm cm^{-1}/K}$. The share is

$$
f=\frac{(7.8\times10^{-6})(1.0)(0.064)}{2.7\times10^{-6}}\approx0.18 ,
$$

or about one-fifth. The slope left at fixed volume is

$$
s_V=s-s_{\rm vol}=(-2.7+0.5)\times10^{-6}=-2.2\times10^{-6}\ {\rm eV/K}.
$$

For expansion to explain the whole shift with the other inputs held fixed, $\gamma$ would have to be $1/f$ times larger, about 5.4 instead of 1.0.

The share is proportional to $\alpha$, $\gamma$ and $E$, and inversely proportional to $|s|$. Its extremes over a set of input ranges therefore lie at the ends of those ranges. Let $\gamma$ run from 0.9 to 1.1, $\alpha$ from 2.5 to $2.7\times10^{-6}\ {\rm K^{-1}}$, and $|s|$ from 2.4 to $3.0\times10^{-6}$ eV/K, with $E$ fixed. The smallest share is

$$
\frac{3(2.5\times10^{-6})(0.9)(0.064)}{3.0\times10^{-6}}=0.14 ,
$$

and the opposite ends give 0.24. "About one-fifth" is as fine a statement as these inputs support.

The formula treats the shift as linear in the temperature change $\Delta T$. If $\gamma$ is constant, the volume dependence is $E\propto V^{-\gamma}$. For the volume part alone, with the cell edge growing by the factor $1+\alpha\Delta T$, a finite step gives

$$
\frac{E(T+\Delta T)}{E(T)}=(1+\alpha\Delta T)^{-3\gamma}
\simeq1-3\gamma\alpha\Delta T+\frac{3\gamma(3\gamma+1)}{2}(\alpha\Delta T)^2 .
$$

Relative to the linear term, the correction has size $(3\gamma+1)\alpha\Delta T/2$. For $\Delta T=50$ K this is $2.6\times10^{-4}$, which is negligible. The larger departure from linearity comes from $\alpha$ itself. It rises from about 2.6 to $2.9\times10^{-6}\ {\rm K^{-1}}$ between 300 and 350 K, so the volume shift over that step is about 6% larger than the linear estimate.

### What the remaining four-fifths means

In a quasi-harmonic crystal each mode is a harmonic oscillator whose frequency depends on volume alone. The spacing of its levels is the same however many quanta are excited, so at fixed volume the line does not move: $s_V=0$ and $f=1$. A share well below one shows that the phonon energy depends on temperature even at fixed volume.

Thermally excited electrons could in principle cause such a dependence. A generous estimate shows that they are too few in undoped silicon. With a gap $E_g$ of roughly 1.1 eV, the number of electron-hole pairs carries the factor $e^{-E_g/2kT}$, which is $5.8\times10^{-10}$ at 300 K. Suppose that this factor is the number of pairs per atom, and that one pair per atom would remove the entire phonon energy. The shift is then $-Ee^{-E_g/2kT}$, and its slope has magnitude

$$
E\,\frac{E_g}{2kT^2}\,e^{-E_g/2kT}=2.6\times10^{-12}\ {\rm eV/K}.
$$

This is about a millionth of $|s_V|$. What remains is the interaction of the optical phonon with the other thermal phonons.

That interaction comes from the cubic and quartic terms of the lattice potential. At lowest order its effect is linear in the phonon occupations $n_i=1/(e^{\omega_i/kT}-1)$, where $\omega_i$ is the energy of mode $i$. A quartic term couples the square of the optical coordinate to $q_i^2$. Averaging over mode $i$ changes the optical spring constant in proportion to $\langle q_i^2\rangle\propto n_i+\tfrac12$.

A cubic term acts in second order, through virtual conversion of the optical phonon into two others, $i$ and $j$. The response of the mode contains the forward weight minus the reverse weight,

$$
(n_i+1)(n_j+1)-n_in_j=1+n_i+n_j .
$$

If phonon $i$ is absorbed and $j$ emitted, the corresponding difference is

$$
n_i(n_j+1)-n_j(n_i+1)=n_i-n_j .
$$

The products cancel in both cases. Apart from a temperature-independent constant, the shift at fixed volume is therefore $\sum_iA_in_i$, with coefficients $A_i$ set by the couplings and energy denominators. Nothing in this form fixes the sign of the sum.

### A model in which both parts can be computed

A single quantum oscillator in a cell of variable volume shows the separation at work. Let $x=\ln V$, with the reference volume set to one, and take

$$
H=\frac{p^2}{2}+\frac12e^{-2\gamma_0x}q^2+c_3q^3+c_4q^4+30x^2 .
$$

The mass is one, and energies are in units of the harmonic quantum at $x=0$. The harmonic frequency is $e^{-\gamma_0x}$, so $\gamma_0$ is the Gruneisen parameter without anharmonic terms. The term $30x^2$ is the static elastic energy. The round values $\gamma_0=1$, $c_3=0.08$ and $c_4=0.006$ are not fitted to silicon. The temperature is $kT=0.4$, close to the ratio of thermal energy to phonon energy in silicon at 300 K.

The levels follow from diagonalizing $H$ at fixed $x$ in a basis of 60 harmonic-oscillator states. The line energy is the mean spacing of neighbouring levels, each weighted by its population difference and by the squared matrix element of $q$. The equilibrium volume makes the free energy plus $PV$ stationary. Small changes of temperature and pressure then give the slopes by central differences.

Here $\beta=dx/d(kT)$ is the volume expansion coefficient, which plays the role of $3\alpha$. The heating run at zero pressure gives $\beta=0.01352$ and a total slope of $\ln E$ of $-0.0571$. The pressure run at fixed temperature gives $\gamma=1.272$. The chain rule, divided by $E$, then predicts a fixed-volume slope of

$$
-0.0571+(1.272)(0.01352)=-0.0399 .
$$

Heating the model with its volume held fixed gives $-0.0399$ directly. The volume share is $0.0172/0.0571=0.30$. These numbers belong to the chosen definition of the line: averaging over all transitions instead of neighbouring levels gives a fixed-volume slope of $-0.031$ and a share of 0.35.

The model tests the separation, not the cause of silicon's fixed-volume shift. Its cubic term makes the mean of $q$ drift on heating, and this drift accounts for the whole of the softening at fixed volume. If a constant force, readjusted at each temperature, holds the mean at zero, the fixed-volume slope becomes $+0.0015$. In uniformly heated, unstrained silicon, symmetry keeps the mean optical displacement at zero, so the softening there must arise differently, through the coupling to other phonons described above.

Two qualitative features still bear on the silicon estimate. First, the pressure run gives 1.27, not the bare value 1.0. With $c_3=c_4=0$ the line energy is $e^{-\gamma_0x}$ and the two would coincide, so the difference comes from the anharmonic terms, whose effect on the line also depends on volume. Using the bare value would give a share of $0.0135/0.0571=0.24$ instead of 0.30. The $\gamma$ that belongs in the formula is that of the actual line at the temperature of interest.

Second, with the quartic term alone ($c_3=0$, all else unchanged) the fixed-volume slope is $+0.019$: the line stiffens on heating. Expansion and the fixed-volume effect can therefore oppose each other, and $f=s_{\rm vol}/s$ is then no longer a fraction between zero and one. Here the total slope is $+0.011$ and $f=-0.82$; the form with $|s|$ holds only for negative $s$. In silicon near room temperature both parts are negative, so the word "share" has its ordinary meaning.

### How the share scales with temperature

Expansion is itself driven by phonon occupations. In the quasi-harmonic approximation the free energy is

$$
F=U(V)+\sum_i\left[\frac{\omega_i}{2}+kT\ln\left(1-e^{-\omega_i/kT}\right)\right],
$$

where $U$ is the static lattice energy. Differentiating the bracket with respect to $\omega_i$ gives $n_i+\tfrac12$. With $\gamma_i=-d\ln\omega_i/d\ln V$, the pressure is

$$
P=-\left(\frac{\partial F}{\partial V}\right)_T=-U'(V)+\frac1V\sum_i\gamma_i\omega_i\left(n_i+\tfrac12\right).
$$

Along a path of constant pressure,

$$
0=\left(\frac{\partial P}{\partial T}\right)_VdT+\left(\frac{\partial P}{\partial V}\right)_TdV .
$$

Since $(\partial P/\partial V)_T=-B/V$, this gives

$$
3\alpha=\frac1B\left(\frac{\partial P}{\partial T}\right)_V=\frac1{BV}\sum_i\gamma_ic_i,\qquad c_i=\omega_i\frac{\partial n_i}{\partial T},
$$

where $c_i$ is the heat capacity of mode $i$ at fixed volume. The two parts of the Raman slope are then

$$
s_{\rm vol}=-\frac{\gamma E}{BV}\sum_i\gamma_ic_i,\qquad s_V=\sum_i\frac{A_i}{\omega_i}c_i .
$$

Both are sums over the same heat capacities with different weights. This explains why the share is neither universal nor strongly dependent on temperature once most modes are excited. When $kT$ is much larger than all phonon energies, every $c_i$ tends to $k$. At this order, with the weights treated as constant, both slopes and their ratio level off. Higher anharmonic orders eventually spoil this plateau, because they contain products of occupations.

Near room temperature silicon has not reached the plateau. Rough values of $\alpha$ are $2.2\times10^{-6}\ {\rm K^{-1}}$ at 250 K and $2.9\times10^{-6}\ {\rm K^{-1}}$ at 350 K. With $\gamma$ and $E$ held fixed, the volume part has magnitude $4.2\times10^{-7}$ eV/K at the lower temperature and $5.6\times10^{-7}$ eV/K at the higher.

For the fixed-volume part, let one phonon of energy $E/2$ represent the thermal bath, as if the optical phonon split into two equal halves. This is a modelling choice. With $y=E/2kT$, differentiating $n=1/(e^y-1)$ gives

$$
\frac{dn}{dT}=\frac{y}{T}\frac{e^y}{(e^y-1)^2}=\frac{y}{T}\,n(n+1).
$$

Relative to 300 K, this derivative is 0.95 at 250 K and 1.03 at 350 K. Scaling the fixed-volume slope of $-2.2\times10^{-6}$ eV/K by these factors gives

$$
f(250\ {\rm K})=\frac{0.42}{0.42+2.08}\approx0.17,\qquad
f(350\ {\rm K})=\frac{0.56}{0.56+2.27}\approx0.20,
$$

where the entries are in units of $10^{-6}$ eV/K. In this estimate the share rises with temperature because $\alpha$ grows faster than the occupation slope. This small change depends on the phonon chosen for the bath and on the rough values of $\alpha$. A phonon of energy $E$ instead of $E/2$ would give 0.19 at 250 K and 0.18 at 350 K. With $\alpha=2.1\times10^{-6}\ {\rm K^{-1}}$ at 250 K, closer to tabulated data, the 250 K share becomes 0.16 for $E/2$ and 0.18 for $E$, so in the second case the drift vanishes rather than reverses. What the estimate supports is a share that stays near one-fifth over this range, not the sign of its drift.

The estimate must not be carried to low temperature. Silicon contracts on heating over part of that range, which the sum for $3\alpha$ allows because some $\gamma_i$ are negative. The volume part then raises the line energy. As $T\to0$ both slopes vanish, and their ratio becomes a poor measure of either.

### When the crystal cannot expand freely

Raman thermometry converts a measured shift into a temperature rise by means of the free-crystal slope $s$. Suppose that surrounding material lets the volume grow by only a fraction $\eta$ of its free expansion, with the strain still equal along all axes. The slope becomes

$$
s_V+\eta s_{\rm vol}=s(1-f)+\eta fs=s\left[1-(1-\eta)f\right].
$$

A true rise $\Delta T$ is then read as

$$
\Delta T_{\rm read}=\Delta T\left[1-(1-\eta)f\right].
$$

For free expansion, $\eta=1$ and the reading is correct. At fixed volume, $\eta=0$, and a rise of 50 K is read as $50\times2.2/2.7\approx41$ K. The volume share is thus also the fraction of the true rise that is missed when a free-crystal calibration is used on a crystal held at fixed volume.

The inputs used here are rough values for bulk, lightly doped silicon. Silicon attached to other materials in a device may not expand freely. Full hydrostatic constraint lowers the magnitude of the slope by about one-fifth. A film bonded to a substrate is usually strained differently in its plane and across it; such strain can split the threefold optical mode, and a single $\gamma$ no longer describes the shift. Heavy doping adds carriers that the thermal estimate above does not include. Neither of these last two effects is sized here, so the one-fifth figure should not be transferred to such samples without a separate calibration.
